Total normal emissivity of a metal from the Hagen-Rubens law

Q: I have been handed a rule for hot metals: multiply the resistivity in ohm-centimetres by the temperature in kelvin, take the square root, multiply by 0.576, and you have the total normal emissivity. Emission is a thermal process and resistivity is a transport property. Why should one fix the other?

A: Kirchhoff's law connects them. For an opaque body in local thermal equilibrium, the emissivity at each frequency, direction and polarization equals the absorptivity. So we need the fraction of a normally incident wave that the metal absorbs. Take a smooth, non-magnetic metal filling z > 0, with vacuum outside, and let fields vary as exp(−iωt). With k₀ = ω/c and complex refractive index m, the electric field is

E = exp(ik₀z) + r exp(−ik₀z) for z < 0,
E = t exp(imk₀z) for z > 0.

The tangential electric field is continuous. So is the tangential magnetic field, which is proportional to dE/dz. At z = 0 these conditions read

1 + r = t,
1 − r = mt.

Dividing the second by the first gives (1 − r)/(1 + r) = m, hence r = (1 − m)/(1 + m). Nothing is transmitted through an opaque metal, so

ε(ω) = 1 − |r|² = (|1 + m|² − |1 − m|²)/|1 + m|² = 4 Re m/|1 + m|².

The last step uses |1 ± m|² = 1 ± 2 Re m + |m|².

Q: That is optics. The resistivity has not appeared yet.

A: It enters through the current. Suppose that Ohm's law J = E/ρ holds locally at frequency ω, with ρ the steady-current resistivity at the metal's own temperature. The source side of the Ampère-Maxwell equation is

J + ε₀∂E/∂t = E/ρ − iωε₀E = −iωε₀[1 + i/(ε₀ωρ)]E.

The bracket is the relative permittivity, so

m² = 1 + i/(ε₀ωρ).

Here ε₀ is the vacuum permittivity, while ε(ω) is the emissivity. In a good conductor ε₀ωρ is small. Define

u = √(2ε₀ωρ), so that m² = 1 + 2i/u².

Since (1 + i)² = 2i, the root that decays into the metal is

m = [(1 + i)/u] √(1 − iu²/2) = (1 + i)/u + O(u).

Thus Re m = 1/u + O(u). Also |m|² = |m²| = √(1 + 4/u⁴) = 2/u² + O(u²). Insert both and multiply numerator and denominator by u²/2:

ε(ω) = 4 Re m/(1 + 2 Re m + |m|²)
= [2u + O(u³)]/[1 + u + O(u²)]
= 2u − 2u² + O(u³).

The first term is the Hagen-Rubens law:

ε(ω) ≈ 2u = √(8ε₀ωρ).

With ω = 2πc/λ it becomes √(16πε₀cρ/λ). The ratio ρ/λ has the same value in Ω m per metre as in Ω cm per centimetre, so in either pair of units

ε(λ) ≈ 0.365 √(ρ/λ).

Q: You found the absorption by subtracting a reflectance close to one from one. Can you show me where the energy goes?

A: It becomes Joule heat. The mean heating per unit volume is |E|²/(2ρ), and |E|² = |t|² exp(−2k₀z Im m). Integrating over depth gives |t|²/(4ρk₀ Im m) per unit area. The incident wave has unit amplitude and carries ε₀c/2, so the absorbed fraction is

A = |t|²/(2ε₀ωρ Im m).

The imaginary part of m² is 2 Re m Im m = 1/(ε₀ωρ). Hence 1/(2ε₀ωρ Im m) = Re m. With t = 1 + r = 2/(1 + m),

A = 4 Re m/|1 + m|²,

which is the expression obtained from the reflected wave. It also shows the physics. A good conductor has large |m|, so it nearly shorts out the electric field at its surface. Raising ρ lowers |m| and lets in a larger field. At leading order |t|² ≈ 4/|m|² grows in proportion to ρ, so the heating density just inside the surface, |t|²/(2ρ), stays the same. But the field also reaches deeper: the heated depth 1/(2k₀ Im m) grows as √ρ, and the absorbed fraction grows with it.

For a sense of size, take ρ = 1 µΩ cm and λ = 100 µm. Numerical integration of the Joule heat gives an absorbed fraction of 0.003646, while the Hagen-Rubens law gives 0.003653. The difference is about 0.2%, the size of the relative correction −u in the expansion. Both numbers belong to the Ohmic model. A real metal of this resistivity, with the carrier density of copper, has ωτ ≈ 0.8 at this wavelength, where τ is the carrier relaxation time, and the carrier inertia treated below lowers the absorbed fraction to about 0.0025.

Q: A hot body emits over a wide band. At which wavelength should I evaluate the law?

A: At none in particular. Total normal emissivity is the intensity emitted along the normal, divided by that of a blackbody at the same temperature. The Planck spectrum per unit frequency is proportional to ω³/[exp(ħω/k_BT) − 1]. With x = ħω/(k_BT), the average of a power of x is therefore

⟨x^p⟩ = ∫x^(3+p)/(eˣ − 1) dx / ∫x³/(eˣ − 1) dx,

with both integrals running from 0 to ∞. Integrating over wavelength gives the same average, because the power in corresponding intervals is the same.

To evaluate it, expand 1/(eˣ − 1) = e⁻ˣ + e⁻²ˣ + e⁻³ˣ + … . All terms are positive, so they may be integrated one by one. Substituting y = nx in the nth term gives

∫x^(3+p) e^(−nx) dx = Γ(4 + p)/n^(4+p).

The sum over n is the zeta function, and so

⟨x^p⟩ = Γ(4 + p)ζ(4 + p)/[Γ(4)ζ(4)].

The Hagen-Rubens law needs p = 1/2. There Γ(9/2) = 105√π/16, and the denominator is Γ(4)ζ(4) = π⁴/15. The result is ⟨x^(1/2)⟩ = 1.889.

Q: Then put in the constants. Do I get my 0.576?

A: Nearly. Replacing ω by xk_BT/ħ gives

ε_N ≈ ⟨x^(1/2)⟩ √(8ε₀ρk_BT/ħ).

This holds with ρ in Ω m. If ρ is a number in Ω cm, the value in Ω m is 0.01ρ, and the factor 0.01 goes under the root:

ε_N ≈ C₁√(ρT),
C₁ = 1.8892 × √(0.01 × 8ε₀k_B/ħ) = 1.8892 × 0.3045 = 0.5753.

The unit of C₁ is (Ω cm K)^(−1/2). To three decimals the coefficient is 0.575. Your 0.576 is 0.12% higher, which hardly matters in use, but it is not the rounded value of this expression.

The temperature enters twice. At fixed ρ, the mean thermal frequency rises with T and the emissivity grows as √T. If ρ is itself proportional to T, the rule makes the emissivity proportional to T, and the intensity along the normal then grows as T⁵.

Q: You averaged an expansion for small u over all frequencies. The Planck spectrum has a tail where u is not small.

A: The tail does no harm to the limit. The difference between ε(ω) and 2u − 2u² is at most some constant times u³ for every u. At small u this follows from the expansion. At large u it holds because the emissivity lies between 0 and 1, while u and u² grow more slowly than u³. The Planck average of u³ is finite and proportional to (ρT)^(3/2). We may therefore average the first two terms and write

ε_N = C₁√(ρT) − C₂ρT + O[(ρT)^(3/2)].

Since 2u² = 4ε₀ωρ, the second coefficient for ρ in Ω cm is

C₂ = 0.01 × (4ε₀k_B/ħ)⟨x⟩ = 0.178 (Ω cm K)⁻¹,

with ⟨x⟩ = 3.832. Relative to the leading term, the correction is −(C₂/C₁)√(ρT) = −0.31√(ρT), so the simple rule is high by about 1% when ρT is near 0.001 Ω cm K.

Q: My main doubt is Ohm's law. Thermal radiation oscillates at around 10¹⁴ cycles per second. Why should a resistivity measured with a steady current apply there?

A: It applies only while carriers can follow the field. In the Drude model the drift velocity relaxes in a time τ, so a field at frequency ω drives the current

J = E/[ρ(1 − iωτ)].

Inertia therefore replaces ρ by ρ(1 − iωτ) in m². When |m| is large, the emissivity reduces to 4 Re m/|m|² = 4 Re(1/m). Writing s = ωτ and dropping the 1 in m²,

1/m = √[−iε₀ωρ(1 − is)] = √(ε₀ωρ) √(−s − i).

If (p + iq)² = w, then p² − q² = Re w and p² + q² = |w|, so p² = (|w| + Re w)/2. For w = −s − i this gives p² = [√(1 + s²) − s]/2. Hence

ε(ω) ≈ √(8ε₀ωρ) F(s), F(s) = [√(1 + s²) − s]^(1/2).

For small s, F = 1 − s/2 + O(s²). Let a = k_BTτ/ħ, so that s = ax. Averaging x^(1/2)(1 − ax/2) multiplies the leading rule by

1 − (a/2)⟨x^(3/2)⟩/⟨x^(1/2)⟩ = 1 − 2.19a.

Here ⟨x^(3/2)⟩ = 8.263, and the ratio of the two averages is 4.374. To keep this error below 1%, a must be below about 0.0046.

There is also an opposite limit. For large s, √(1 + s²) − s tends to 1/(2s), so

ε(ω) → √[8ε₀ωρ/(2ωτ)] = 2√(ε₀ρ/τ).

The Drude relation 1/ρ = ε₀ω_p²τ, where ω_p is the plasma frequency, turns this into 2/(ω_pτ). The frequency has dropped out. If the thermal band lies well above 1/τ and well below ω_p, the total emissivity is also 2/(ω_pτ) = 2ε₀ω_pρ. At fixed ω_p it is then linear in ρ, and the square-root rule is gone. This limit still assumes that the current follows the local field. It fails in pure, cold metals, where the mean free path is far longer than the field depth c/ω_p: for a copper-like metal with ρ = 0.01 µΩ cm at 30 K, the nonlocal (anomalous skin effect) absorption exceeds 2/(ω_pτ) by more than a factor of ten.

Q: Then test the rule on a real emitter. Choose a poor conductor, where it ought to do well.

A: Take clean, polished zirconium at 1000 K as a thermophotovoltaic emitter. Rough typical inputs are ρ = 120 µΩ cm and a plasma energy ħω_p = 4.5 eV. Then ρT = 1.20 × 10⁻⁴ × 1000 = 0.120 Ω cm K, and the rule gives

ε_N = 0.5753 × √0.120 = 0.199.

The second term subtracts 0.1777 × 0.120 = 0.021 and leaves 0.178. Numerical averaging of the full Fresnel expression, still with Ohm's law, gives 0.180. Within that model, the leading rule is about 11% above the full value.

Inertia matters more. The Drude relation gives τ = 1/(ε₀ω_p²ρ) = 2.01 fs, and so a = 0.264. Weighted by the power that the rule predicts, the mean x is 4.374. This corresponds to a wavelength of 3.29 µm and to ωτ = 4.374 × 0.264 = 1.15. The small-a correction is no longer usable, so the full Drude response must be averaged numerically. The result is

ε_N = 0.119.

The rule exceeds this by about 67% of the Drude value. The figure depends on the rough plasma energy: at the same ρ, the Drude value is 0.110 for 4 eV and 0.127 for 5 eV, and it runs from 0.089 to 0.139 between 3 and 6 eV. High resistivity has shortened τ, but not enough for Ohm's law to hold across the thermal band.

Q: Would a cooler emitter satisfy the rule? Its radiation has a lower frequency.

A: That depends on what stays fixed. Suppose ρ is proportional to T and the plasma frequency is constant. The Drude relation then makes τ proportional to 1/T, so a = k_BTτ/ħ does not change. At leading order, inertia reduces the rule by a factor that depends on a alone, and cooling leaves that factor where it was.

In the example, the full Drude result is 0.598 of the rule at 1000 K. At 500 K with ρ halved it is 0.616 of the rule. The small gain comes from the terms beyond leading order in 1/m, which shrink with ρT.

Now hold ρ and τ fixed instead, as when static disorder controls the scattering. Both a and ρT then fall with temperature. With the same ρ and τ at 20 K, the ratio is 0.974. This is a hypothetical disordered metal, not a prediction for pure zirconium at 20 K, but it shows how the limit is approached.

Q: What else does the Drude metal leave out? I would not trust 0.119 for a real zirconium plate.

A: Nor should you take it as a measured emissivity. Zirconium has d-electron bands near the Fermi level, and transitions between bands add absorption. To size this, add to the relative permittivity the term

S²/(E₀² − E² − iΓE),

where E is the photon energy, S = 5.0 eV, E₀ = 1.5 eV and Γ = 1.5 eV. These are round model values, not a fit to zirconium. The total normal emissivity rises from 0.119 to 0.141, or by 18% of the Drude value. Other oscillator parameters would give another shift.

The local relation between current and field is a smaller worry here. With a rough carrier speed of 10⁶ m/s, the mean free path is 2.0 nm. The field amplitude falls by a factor e over c/(ω Im m) = 54 nm, evaluated with the Drude index at the mean x. The carriers thus sample a nearly uniform field between collisions.

As for the real case, the resistivity is of the right rough size for zirconium at this temperature, but the single plasma energy is a simplification. The crystal is hexagonal, so ρ depends on direction; a 10% higher resistivity raises the rule's emissivity by 4.9%, and the full Drude value by 7.6% if the plasma energy is held fixed. For thermophotovoltaics, 1000 K is a rather cool emitter. Hot zirconium also oxidizes readily, and neither an oxide layer nor roughness is included. With the model values used here, carrier inertia moves the number most: it takes the Ohmic value of 0.180 down to 0.119. A stronger interband transition could shift it by nearly as much in the other direction: raising S from 5.0 to 8.0 eV in the model oscillator makes its contribution +0.053.

Q: Suppose I accept the total emissivity. Does it tell me how good the emitter is for a photovoltaic cell?

A: Not by itself, because the cell uses photons above its band gap. Take a gap of 0.6 eV and integrate the emitted spectrum numerically above that energy. The Hagen-Rubens spectrum puts 11.9% of its power there, and the full Drude spectrum puts 8.7%. The share falls because F(s) decreases with frequency, so inertia suppresses the short-wavelength side more strongly.

The two errors multiply. The rule overstates the total normal emission by a factor 0.199/0.119 = 1.67, and the above-gap share by 11.9/8.7 = 1.37. It therefore overstates the above-gap emission of the Drude metal by a factor of about 2.3. That factor belongs to the Drude metal, not to real zirconium, because interband absorption raises the emissivity most at short wavelengths. With the model oscillator used earlier, the above-gap share rises to 13.4%, and the rule overstates the above-gap emission by a factor of only about 1.25.

In the Drude model about 91% of the power emitted along the normal lies below the gap. A cell that absorbs this part gains heat from it, not photocurrent. A low total emissivity limits the power sent out, but it does not make the emitter selective; for that, the emissivity must be high above the gap and low below it.

All numerical values are calculated from the stated model.
